# Leading radiative corrections to the nuclear-size shift of hydrogenic S levels: test program

```python
# Radiative corrections to the nuclear finite-size shift of nS levels (hbar=c=m_e=1).
# Result under test: dE/E_fns = alpha*Z*alpha*(8/pi^2) int_0^inf dk L(k)/k^2, with
#   vacuum polarization: 3/4,  self-energy: 4 ln2 - 23/4,  E_fns=(2/3)(Za)^4 mr^3 r^2/n^3.
# Forward amplitude <g0 S g0> = -(2/t)[1+(alpha/pi)L], t=k^2, p=(1,0), k=(0,kvec).
# Self-energy: L=-tT/8, tT=(t+4)(t-2)C+4t(4-t)F+2(t-4)K+6t-8+(t^2-10t+8)lam,
#   C=-int dx drho/(rho+tc), F=int x(1-x)rho/(rho+tc)^2, c=x(1-rho x),
#   K=int ln(1+t x(1-x)), lam=ln t/(1-t).  D1=l^2+2pl, D2=(l+p+k)^2-1, v=p.l
# Small t: C=ln t-1+t(ln t/3-5/18), F=-ln t/6-1/36, L=t(2 ln t/3-5/9).
import numpy as np
import mpmath as mp
from numpy.polynomial.legendre import leggauss
from scipy.integrate import solve_ivp
from scipy import constants as sc

pi, ln2 = np.pi, np.log(2.0)

def panels(edges, n):
    x, w = leggauss(n)
    e = np.asarray(edges, float)
    h, c = 0.5*np.diff(e)[:, None], 0.5*(e[1:]+e[:-1])[:, None]
    return (c+h*x).ravel(), (h*w).ravel()

def gammas(d):
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1.0+0j, -1.0])
    out = []
    for j in range(d//2):
        for s in (sx, sy):
            m = np.eye(1)
            for i in range(d//2):
                m = np.kron(m, sz if i < j else (s if i == j else np.eye(2)))
            out.append(m)
    return [out[0]]+[1j*m for m in out[1:]]

def contract(g, X):
    return g[0]@X@g[0]-sum(m@X@m for m in g[1:])

# ---- traces with explicit matrices; numerators are linear in d, so d=4,6 fix them
rng = np.random.default_rng(1)
for d in (4, 6):
    g = gammas(d); one = np.eye(len(g[0])); g0 = g[0]
    avg = lambda X: np.trace((one+g0)@X)/len(one)
    l = rng.normal(size=d); k = 1.3; t = k*k
    q = g0*(1+l[0])-sum(g[i]*l[i] for i in range(1, d))
    ks = -k*g[1]; P1 = g0+ks+one
    v = l[0]; D1 = l[0]**2-l[1:]@l[1:]+2*v; D2 = D1-2*k*l[1]-t
    assert abs(avg(g0@P1@g0)-2) < 1e-12
    assert abs(avg(g0@P1@P1@g0)-(4-t)) < 1e-12
    assert abs(avg(g0@P1@(g0+ks)@P1@g0)-(4-3*t)) < 1e-12
    NV = 8+2*t+4*(4-d)*v+(2-d)*(4*v*v-2*D1+(D2-D1)*v)
    E = 4*(1+v)**2-t-D2
    NX = E*(2+(2-d)*v)-2*(2-d)*(1+v)*D1
    assert abs(avg(contract(g, (q+one)@g0@(q+ks+one))@P1@g0)-NV) < 1e-10
    assert abs(avg(g0@P1@contract(g, (q+ks+one)@g0@(q+one)))-NV) < 1e-10
    assert abs(avg(contract(g, (q+one)@g0@(q+ks+one)@g0@(q+one)))-NX) < 1e-10

# ---- derived electron factor
u_, wu = panels(np.arange(0, 61.0), 12)
half = 0.5*np.exp(-u_)
X = np.concatenate([half, 1-half]); Y = np.concatenate([1-half, half])
WX = np.concatenate([wu*half, wu*half])
nn = np.arange(27)[::-1]
ser_g, ser_h = (-1.0)**nn/(nn+1), (-1.0)**nn*(nn+1)/(nn+2)

def pieces(t):
    ib = 1/(X*t); z = ib-X; opz = Y+ib
    sm = np.abs(z) < 0.2
    zs = np.where(sm, 1.0, z); lg = np.log(opz)
    gz = lg/zs; hz = (lg-zs/opz)/zs**2
    gz[sm] = np.polyval(ser_g, z[sm]); hz[sm] = np.polyval(ser_h, z[sm])
    return -WX@(gz*ib), WX@(Y*hz*ib)/t, WX@np.log1p(t*X*Y), np.log(t)/(1-t)

def L_se(k):
    t = k*k; C, F, K, lam = pieces(t)
    return -((t+4)*(t-2)*C+4*t*(4-t)*F+2*(t-4)*K+6*t-8+(t*t-10*t+8)*lam)/8

ts = 1e-5; Cs, Fs = pieces(ts)[:2]
cC, cF = (Cs-np.log(ts)+1)/ts-np.log(ts)/3, Fs+np.log(ts)/6
print(f"t={ts}: (C-ln t+1)/t - ln t/3 = {cC:.4f}, F + ln t/6 = {cF:.4f}")
assert abs(cC+5/18) < 1e-3 and abs(cF+1/36) < 1e-3   # next terms are O(t ln t)

tau, wt = panels(np.arange(0, 26.0), 8)
wvp = wt*np.tanh(tau)**2*(1-np.tanh(tau)**2/3)
mu = 2*np.cosh(tau)
def L_vp(k):
    return 2*wvp@(k*k/(k*k+mu**2))

# ---- direct 4D Euclidean integration of all diagrams, cutoff on the photon momentum
def L_direct(k):
    g = gammas(4); one = np.eye(4); g0 = g[0]; t = k*k
    ks = -k*g[3]; P1 = g0+ks+one; pr = (one+g0)/4
    W0 = contract(g, pr); WS = contract(g, P1@g0@pr@g0@P1)
    WA = contract(g, P1@g0@pr); WB = contract(g, pr@g0@P1)
    tree = np.trace(pr@g0@P1@g0).real/(-t)
    ss = np.trace(pr@g0@P1@P1@g0).real/t**2
    e = [k*2.0**-j for j in range(20, 0, -1)]+[k*(1-2.0**-j) for j in range(2, 11)]+[k]
    e += [k*(1+2.0**-j) for j in range(10, 0, -1)]+[1.5*k*2.0**j for j in range(1, 14)]
    R, wR = panels(e, 6)
    a = np.maximum(np.minimum(np.minimum(1.0, R/2), (R-k)**2/(2*R)), 1e-9)
    xg, wg = leggauss(64)
    um = np.arcsinh(0.5*pi/a)[:, None]; uu = 0.5*um*(1+xg)
    phi = a[:, None]*np.sinh(uu); wphi = 0.5*um*wg*a[:, None]*np.cosh(uu)
    R2 = R[:, None]; l4 = R2*np.sin(phi); rho = R2*np.cos(phi)
    D0 = -R2**2; D1 = D0+2j*l4
    xs = leggauss(4)[0]; vals = []
    tr = lambda W, M: np.einsum('ij,...ji->...', W, M)
    ex = lambda s: s[..., None, None]
    for x in xs:
        q1 = ex(1+1j*l4)*g0-ex(rho*np.sqrt(1-x*x))*g[1]-ex(rho*x)*g[3]+one
        Q1 = q1+ks; gq = g0@q1; XA = q1@(g0@Q1)
        vals.append(tr(WS, Q1)/t**2-(tr(WA, XA)+tr(WB, Q1@gq))/(t*D1)
                    + tr(W0, XA@gq)/D1**2)
    rest = -ss*tr(W0, q1)/D1-tree*tr(W0, q1@gq)/D1**2
    co = np.einsum('nj,j...->n...', np.linalg.inv(np.vander(xs, increasing=True)),
                   np.array(vals))
    A = D1-t; B = 2*k*rho; r = A/B
    near = (R2-k)**2+4*k*R2*np.sin(phi/2)**2-2j*l4
    Qn = np.log(near)-np.log(B-A)
    x24, w24 = leggauss(24); inv = 1/(A[..., None]-B[..., None]*x24)
    tot = 2*rest
    for n in range(4):
        if n > 0:
            Qn = r*Qn-(2.0/n if n % 2 else 0.0)
        tot = tot+co[n]*np.where(np.abs(r) < 2, Qn/B, inv@(w24*x24**n))
    T = (4/pi)*np.sum(wR[:, None]*wphi*R2**3*np.cos(phi)**2*(tot/D0).real)
    return -t*T/8

for k in (0.7, 2.0):
    a1, a2 = L_se(k), L_direct(k)
    print(f"L_SE(k={k} mc): formula {a1:.6f}, direct 4D {a2:.6f}")
    assert abs(a1-a2) < 1e-4   # momentum cutoffs of the direct integral

# ---- Mellin transforms against quadrature, then the continued sums
mp.mp.dps = 50
B_ = mp.beta; cs = lambda s: mp.pi/mp.sin(mp.pi*s)
mC = lambda s: -cs(s)*(B_(s, 1-s)-B_(1-s, 1-s))/(1-2*s)
mF = lambda s: (1-s)*cs(s)*(B_(s, 1-s)/((2-2*s)*(3-2*s))+B_(2-s, 1-s)/(2*s-2)
                            + B_(3-s, 1-s)/(3-2*s))
mK = lambda s: cs(s)*B_(1-s, 1-s)/s
mL = lambda s: -cs(s)**2
eps = mp.mpf(10)**-20
y, wy = panels(np.linspace(np.log(1e-9), np.log(1e9), 49), 10)
tt = np.exp(2*y); tab = np.array([pieces(t) for t in tt])
for col, f, s in ((0, mC, .5), (0, mC, .4), (1, mF, .5), (1, mF, 1.5), (2, mK, -.5), (3, mL, .5)):
    num = 2*wy@(tt**s*tab[:, col]); ana = float(f(s+eps))
    print(f"Mellin {'CFKl'[col]}(s={s})/pi^2: quad {num/pi**2:.7f}, formula {ana/pi**2:.7f}")
    assert abs(num/ana-1) < 1e-5

def parts(s):
    s = s+eps
    return [float(z/(2*mp.pi**2)) for z in (mC(s+1)+2*mC(s)-8*mC(s-1), 16*mF(s)-4*mF(s+1),
            2*mK(s)-8*mK(s-1), mL(s+1)-10*mL(s)+8*mL(s-1))]
for s in (1.5, -0.5, -1.5):
    print(f"continued m_C(s={s})/pi^2 = {float(mC(s+eps))/pi**2:.7f}")
pf, pa = parts(mp.mpf(1)/2), parts(-mp.mpf(1)/2)
print("int dk T/pi^2 parts C,F,K,lam:", " ".join(f"{z:.7f}" for z in pf))
print("int dk T/t/pi^2 parts C,F,K,lam:", " ".join(f"{z:.7f}" for z in pa))
assert np.allclose(pf, [2.5-2*ln2, 1.75-2*ln2, 1, .5], atol=1e-12)
assert abs(-sum(pf)-(4*ln2-23/4)) < 1e-12 and abs(2*sum(pa)-(139/32-2*ln2)) < 1e-12

# ---- k integrals by quadrature; heads and tails from a*ln t + b fits
k0, k1 = 1e-4, 1e4
y, wy = panels(np.linspace(np.log(k0), np.log(k1), 25), 10); kk = np.exp(y)
yb, wb = panels(np.linspace(np.log(1e-3), np.log(1e13), 60), 10); kb = np.exp(yb)
yc, wc = panels(np.linspace(np.log(k1), np.log(1e13), 30), 10); kc = np.exp(yc)
def fit(f, ka, kb_):
    a = (f(kb_)-f(ka))/(2*np.log(kb_/ka)); return a, f(ka)-2*a*np.log(ka)
head = lambda ab, k: k*(2*ab[0]*(np.log(k)-1)+ab[1])
def w_dip(k, r):
    return -3*np.expm1(-4*np.log1p(k*k*r*r/12))/(r*r*k**4)
pc = sc.physical_constants
rp = pc['proton rms charge radius'][0]/pc['reduced Compton wavelength'][0]
coef, LL = {}, {}
for name, L in (("SE", L_se), ("VP", L_vp)):
    Lv = np.array([L(k) for k in kk]); LL[name] = Lv
    lo = fit(lambda k: L(k)/k**2, k0, 2*k0); hi = fit(L, k1/3, k1)
    tail = hi[0]*2*yc+hi[1]
    c = 8/pi**2*(head(lo, k0)+wy@(Lv/kk)+wc@(tail/kc))
    cd = 8/pi**2*(head(lo, k0)+wy@(Lv*kk*w_dip(kk, rp))+wc@(tail*kc*w_dip(kc, rp)))
    dev = 8/pi**2*wb@((hi[0]*2*yb+hi[1])*kb*(w_dip(kb, rp)-1/kb**2))
    coef[name] = c
    print(f"{name}: small k, L/t = a ln t + b: a={lo[0]:.5f} b={lo[1]:.5f}")
    print(f"{name}: large k, L = a ln t + b: a={hi[0]:.4f} b={hi[1]:.4f}")
    print(f"{name}: coefficient by quadrature = {c:.6f}")
    print(f"{name}: dipole G, proton r: {cd:.5f}, change {cd-c:.5f}, r ln r term {dev:.5f}")
    assert abs((cd-c)/dev-1) < 0.05
    if name == "SE":
        assert abs(lo[0]-2/3) < 1e-4 and abs(lo[1]+5/9) < 2e-3 and abs(hi[0]+1/3) < 1e-3
print(f"closed forms: SE {-sum(pf):.6f}, SE+VP by quadrature {coef['SE']+coef['VP']:.6f}")
assert abs(coef["SE"]-(4*ln2-23/4)) < 1e-5 and abs(coef["VP"]-0.75) < 1e-5
sub = lambda k, Lk: (Lk-k*k*(4/3*np.log(k)-5/9))/k**4
m = kk > 0.01
I50 = (wy[m]@(kk[m]*sub(kk[m], LL["SE"][m]))
       + head(fit(lambda k: sub(k, L_se(k)), .01, .02), .01)-(4/3*(np.log(k1)+1)-5/9)/k1)
print(f"A50: quadrature {-16/pi*I50:.5f}, Mellin {2*pi*sum(pa):.5f}")
assert abs(-16/pi*I50-2*pi*sum(pa)) < 1e-4

# ---- vacuum polarization from the radial equation (length 1/gam, energy gam^2, gam=Z alpha)
def vp_bound(n, gam):
    nu = mu/gam
    if n == 1:
        u0 = lambda x: 2*x*np.exp(-x); yuk = 4/(2+nu)**2
    else:
        u0 = lambda x: x*(1-x/2)*np.exp(-x/2)/np.sqrt(2)
        s = 1+nu; yuk = 0.5*(1/s**2-2/s**3+1.5/s**4)
    E1 = -wvp@yuk
    folded = wvp@(1-nu**2*yuk*n**3/4)
    def rhs(yy, z):
        x = np.exp(yy); U = -(wvp@np.exp(-nu*x))/x; u = u0(x)
        return [x*z[1], 2*x*((0.5/n**2-1/x)*z[0]+(U-E1)*u), x*u*z[0]]
    sol = solve_ivp(rhs, [np.log(1e-12), np.log(16.0*n)], [0, 0, 0], method='DOP853',
                    rtol=1e-10, atol=1e-14, max_step=0.5)
    return folded/(pi*gam), -2*sol.y[2, -1]/(pi*gam)
gs = np.array([5e-4, 1e-3, 2e-3])
M = np.array([np.ones(3), gs*np.log(gs), gs]).T
for n in (1, 2):
    res = np.array([vp_bound(n, gm) for gm in gs])
    lim = np.linalg.solve(M, res)[0]
    print(f"{n}S VP, Za=0.002: folded U {res[2,0]:.5f}, psi^2(0) {res[2,1]:.5f}")
    print(f"{n}S VP, Za->0: folded U {lim[0]:.5f}, psi^2(0) {lim[1]:.5f}, sum {lim.sum():.5f}")
    assert np.all(np.abs(lim-0.375) < 5e-4)   # unfitted (Za)^2 terms

# ---- worked example: hydrogen
al = sc.alpha; mr = 1/(1+sc.m_e/sc.m_p); kHz = sc.m_e*sc.c**2/sc.h/1e3
print(f"alpha = {al:.10f}, 1/alpha = {1/al:.6f}, m_r = {mr:.8f} m_e")
print(f"r_p = {pc['proton rms charge radius'][0]*1e15:.5f} fm = {rp:.6e} hbar/mc")
print(f"mc^2/h = {kHz:.7e} kHz, alpha*Z*alpha = {al*al:.6e}")
print(f"relative: VP {coef['VP']*al*al:.5e}, SE {coef['SE']*al*al:.5e}")
for n in (1, 2):
    Ef = 2/3*al**4*mr**3*rp**2/n**3
    print(f"H {n}S E_fns = {Ef:.5e} mc^2 = {Ef*kHz:.3f} kHz")
    for name, c in (("VP", coef["VP"]), ("SE", coef["SE"]), ("sum", coef["VP"]+coef["SE"])):
        print(f"H {n}S {name} = {c*al*al*Ef:.4e} mc^2 = {c*al*al*Ef*kHz:.5f} kHz")
print("PASS")
```

Output:

```
t=1e-05: (C-ln t+1)/t - ln t/3 = -0.2778, F + ln t/6 = -0.0278
L_SE(k=0.7 mc): formula -0.604941, direct 4D -0.604940
L_SE(k=2.0 mc): formula -1.472130, direct 4D -1.472129
Mellin C(s=0.5)/pi^2: quad -1.3862943, formula -1.3862944
Mellin C(s=0.4)/pi^2: quad -1.4858956, formula -1.4858964
Mellin F(s=0.5)/pi^2: quad 0.0937500, formula 0.0937500
Mellin F(s=1.5)/pi^2: quad 0.1931472, formula 0.1931472
Mellin K(s=-0.5)/pi^2: quad 0.2500000, formula 0.2500000
Mellin l(s=0.5)/pi^2: quad -1.0000000, formula -1.0000000
continued m_C(s=1.5)/pi^2 = 0.5000000
continued m_C(s=-0.5)/pi^2 = -0.5625000
continued m_C(s=-1.5)/pi^2 = -0.2441406
int dk T/pi^2 parts C,F,K,lam: 1.1137056 0.3637056 1.0000000 0.5000000
int dk T/t/pi^2 parts C,F,K,lam: -0.2790847 0.9453125 0.3125000 0.5000000
SE: small k, L/t = a ln t + b: a=0.66667 b=-0.55557
SE: large k, L = a ln t + b: a=-0.3333 b=-0.9722
SE: coefficient by quadrature = -2.977411
SE: dipole G, proton r: -2.97008, change 0.00733, r ln r term 0.00733
VP: small k, L/t = a ln t + b: a=-0.00000 b=0.13333
VP: large k, L = a ln t + b: a=0.6667 b=-1.1111
VP: coefficient by quadrature = 0.750000
VP: dipole G, proton r: 0.73934, change -0.01066, r ln r term -0.01065
closed forms: SE -2.977411, SE+VP by quadrature -2.227411
A50: quadrature 9.29109, Mellin 9.29112
1S VP, Za=0.002: folded U 0.37449, psi^2(0) 0.37747
1S VP, Za->0: folded U 0.37500, psi^2(0) 0.37500, sum 0.75000
2S VP, Za=0.002: folded U 0.37455, psi^2(0) 0.37720
2S VP, Za->0: folded U 0.37500, psi^2(0) 0.37500, sum 0.75000
alpha = 0.0072973526, 1/alpha = 137.035999, m_r = 0.99945568 m_e
r_p = 0.84075 fm = 2.177210e-03 hbar/mc
mc^2/h = 1.2355900e+17 kHz, alpha*Z*alpha = 5.325135e-05
relative: VP 3.99385e-05, SE -1.58551e-04
H 1S E_fns = 8.94667e-15 mc^2 = 1105.442 kHz
H 1S VP = 3.5732e-19 mc^2 = 0.04415 kHz
H 1S SE = -1.4185e-18 mc^2 = -0.17527 kHz
H 1S sum = -1.0612e-18 mc^2 = -0.13112 kHz
H 2S E_fns = 1.11833e-15 mc^2 = 138.180 kHz
H 2S VP = 4.4665e-20 mc^2 = 0.00552 kHz
H 2S SE = -1.7731e-19 mc^2 = -0.02191 kHz
H 2S sum = -1.3265e-19 mc^2 = -0.01639 kHz
PASS
```
